# Null-Collision Sampling of Energy-Dependent Collision Rates for Sputtered Atoms: a program that tests the result

```python
"""
Null-collision sampling of sputtered atoms in a cold background gas.

Result under test: candidate events drawn at a constant rate b, accepted with
probability nu/b, reproduce exactly the collision process of rate
nu = n * sigma(E) * v, provided b >= nu in every reachable state.

Symbols: E atom energy (eV), v speed (m/s), n gas density (1/m^3),
sigma(E) = SIGMA_1 * (E / 1 eV)**(-S_EXP), m atom mass, M gas-atom mass,
ALPHA smallest ratio of energies after and before an elastic collision,
P_EXP exponent in nu ~ E**P_EXP, U surface binding energy.
References: quadrature, explicit sums over rejected events, and a moment
series of the slowing-down equation that never uses the majorant b.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid
from scipy.stats import kstest

rng = np.random.default_rng(20417)
EV = const.e
ATOM_MASS = 60.0 * const.atomic_mass
GAS_MASS = 40.0 * const.atomic_mass
DENSITY = 1.0e20
SIGMA_1 = 2.0e-19
S_EXP = 0.2
P_EXP = 0.5 - S_EXP
ALPHA = ((ATOM_MASS - GAS_MASS) / (ATOM_MASS + GAS_MASS)) ** 2
N_ATOMS = 400_000
Z_LIMIT = 4.5  # allowed deviation in standard errors of the sampling


def speed_of(energy):
    return np.sqrt(2 * energy * EV / ATOM_MASS)


def cross_section(energy):
    return SIGMA_1 * energy ** (-S_EXP)


def rate_of(energy):
    return DENSITY * cross_section(energy) * speed_of(energy)


def scatter(velocity):
    """Elastic collision with a gas atom at rest, isotropic in the CM frame."""
    count = len(velocity)
    cosine = rng.uniform(-1, 1, count)
    azimuth = rng.uniform(0, 2 * np.pi, count)
    sine = np.sqrt(1 - cosine**2)
    direction = np.column_stack(
        (sine * np.cos(azimuth), sine * np.sin(azimuth), cosine))
    speed = np.linalg.norm(velocity, axis=1)[:, None]
    total = ATOM_MASS + GAS_MASS
    return (ATOM_MASS * velocity + GAS_MASS * speed * direction) / total


def energy_of(velocity):
    return 0.5 * ATOM_MASS * np.sum(velocity**2, axis=1) / EV


# ---------- one flight through gas rarefied near the target ----------
FLIGHT_E, GAP, DEPTH, LENGTH = 10.0, 0.10, 0.6, 0.03
flight_v = speed_of(FLIGHT_E)
flight_time = GAP / flight_v
flight_bound = rate_of(FLIGHT_E)


def flight_rate(time):
    return flight_bound * (1 - DEPTH * np.exp(-flight_v * time / LENGTH))


def first_collision_times(bound):
    """Times of first accepted events; infinity if the gap is crossed."""
    clock = np.zeros(N_ATOMS)
    result = np.full(N_ATOMS, np.inf)
    active = np.arange(N_ATOMS)
    while active.size:
        clock[active] += rng.exponential(1 / bound, active.size)
        active = active[clock[active] < flight_time]
        hit = rng.random(active.size) * bound < flight_rate(clock[active])
        result[active[hit]] = clock[active[hit]]
        active = active[~hit]
    return result


def z_fraction(sampled, expected):
    return abs(sampled - expected) / np.sqrt(
        expected * (1 - expected) / N_ATOMS)


times = first_collision_times(flight_bound)
for part in (0.2, 0.4, 0.6, 0.8, 1.0):
    stop = part * flight_time
    expected = np.exp(-quad(flight_rate, 0, stop)[0])
    assert z_fraction(np.mean(times >= stop), expected) < Z_LIMIT
survive_exact = np.exp(-quad(flight_rate, 0, flight_time)[0])
survive_null = np.mean(np.isinf(times))
survive_frozen = np.exp(-flight_rate(0.0) * flight_time)
assert z_fraction(survive_null, survive_frozen) > 20

# Explicit probabilities of k rejected candidates and no accepted one.
grid = np.linspace(0, flight_time, 8001)
reject_rate = flight_bound - flight_rate(grid)
layer = np.exp(-flight_bound * grid)
reject_area = quad(lambda t: flight_bound - flight_rate(t), 0, flight_time)[0]
rejected = []
factorial = 1.0
for k in range(16):
    if k:
        factorial *= k
        layer = np.exp(-flight_bound * grid) * cumulative_trapezoid(
            np.exp(flight_bound * grid) * layer * reject_rate, grid, initial=0)
    closed = (np.exp(-flight_bound * flight_time)
              * reject_area**k / factorial)
    assert abs(layer[-1] - closed) < 1e-6
    rejected.append(layer[-1])
assert abs(sum(rejected) - survive_exact) < 1e-6

# A bound that is too small must produce the clipped rate min(nu, b).
low_flight_bound = 0.7 * flight_bound
clipped = np.minimum(flight_rate(grid), low_flight_bound)
survive_clipped = np.exp(-np.trapezoid(clipped, grid)
                         if hasattr(np, "trapezoid")
                         else -np.trapz(clipped, grid))
survive_low = np.mean(np.isinf(first_collision_times(low_flight_bound)))
assert z_fraction(survive_low, survive_clipped) < Z_LIMIT
assert z_fraction(survive_low, survive_exact) > 20

# ---------- energy after one collision: vectors against uniform law ----------
start = np.zeros((N_ATOMS, 3))
start[:, 2] = speed_of(10.0)
ratio = energy_of(scatter(start)) / 10.0
assert kstest(ratio, "uniform", args=(ALPHA, 1 - ALPHA)).pvalue > 1e-4

# ---------- slowing down of a Thompson flux ----------
U, E_MAX, T_END = 4.0, 50.0, 20e-6


def loss_coefficient(q):
    return 1 - (1 - ALPHA ** (q + 1)) / ((q + 1) * (1 - ALPHA))


def mean_energy_ratio(x):
    """Mean E(t)/E0 at x = nu(E0) * t for a single starting energy."""
    total, term = 0.0, 1.0
    for k in range(50):
        total += term
        term *= -x * loss_coefficient(1 + k * P_EXP) / (k + 1)
    return total


def mean_collisions(x):
    """Mean number of real collisions up to x = nu(E0) * t."""
    total, term = 0.0, x
    for k in range(50):
        total += term
        term *= -x * loss_coefficient(P_EXP * (k + 1)) / (k + 2)
    return total


def flux_average(function):
    def weight(e):
        return e / (e + U) ** 3
    norm = quad(weight, 0, E_MAX)[0]
    return quad(lambda e: weight(e) * function(e), 0, E_MAX,
                epsabs=1e-10, limit=200)[0] / norm


def slow_down(energies, bound):
    """Null-collision histories up to T_END."""
    velocity = np.zeros((len(energies), 3))
    velocity[:, 2] = speed_of(energies)
    clock = np.zeros(len(energies))
    real = np.zeros(len(energies))
    candidates = np.zeros(len(energies))
    active = np.arange(len(energies))
    while active.size:
        clock[active] += rng.exponential(1 / bound, active.size)
        active = active[clock[active] < T_END]
        candidates[active] += 1
        nu = rate_of(energy_of(velocity[active]))
        hit = active[rng.random(active.size) * bound < nu]
        velocity[hit] = scatter(velocity[hit])
        real[hit] += 1
    return energy_of(velocity), real, candidates


def mean_and_error(values):
    return values.mean(), values.std(ddof=1) / np.sqrt(len(values))


root = np.sqrt(rng.random(N_ATOMS)) * E_MAX / (E_MAX + U)
emitted = U * root / (1 - root)
emit_exact = flux_average(lambda e: e)
emit_mc, emit_err = mean_and_error(emitted)
assert abs(emit_mc - emit_exact) < Z_LIMIT * emit_err

energy_exact = flux_average(lambda e: e * mean_energy_ratio(rate_of(e) * T_END))
real_exact = flux_average(lambda e: mean_collisions(rate_of(e) * T_END))
majorant = rate_of(E_MAX)
runs = []
for factor in (1.0, 2.0):
    final, real, candidates = slow_down(emitted, factor * majorant)
    e_mean, e_err = mean_and_error(final)
    r_mean, r_err = mean_and_error(real)
    c_mean, c_err = mean_and_error(candidates)
    assert abs(e_mean - energy_exact) < Z_LIMIT * e_err
    assert abs(r_mean - real_exact) < Z_LIMIT * r_err
    assert abs(c_mean - factor * majorant * T_END) < Z_LIMIT * c_err
    runs.append((factor, e_mean, e_err, r_mean, r_err, c_mean,
                 np.mean(final < 0.3)))

low_bound = rate_of(5.0)
bad_final, bad_real, _ = slow_down(emitted, low_bound)
bad_energy, bad_err = mean_and_error(bad_final)
assert bad_energy - energy_exact > 10 * bad_err
assert bad_real.mean() < real_exact

# ---------- printed numbers ----------
print(f"atom mass, gas-atom mass: {ATOM_MASS/const.atomic_mass:.0f}, "
      f"{GAS_MASS/const.atomic_mass:.0f} u")
print(f"gas density n0: {DENSITY:.1e} m^-3")
print(f"cross section at 1 eV: {SIGMA_1:.1e} m^2; exponent s: {S_EXP}")
print(f"rate exponent p: {P_EXP:.1f}; alpha: {ALPHA:.4f}")
print(f"energy loss coefficient c_1: {loss_coefficient(1):.4f}")
for e in (1.0, 5.0, 10.0, 50.0):
    print(f"E = {e:.0f} eV: speed {speed_of(e)*1e-4:.4f} cm/us, "
          f"rate {rate_of(e)*1e-6:.5f} us^-1, "
          f"acceptance {rate_of(e)/majorant:.4f}")
print("-- single flight in rarefied gas --")
print(f"energy {FLIGHT_E:.0f} eV, gap {GAP*100:.0f} cm, depth a {DEPTH}, "
      f"length l {LENGTH*100:.0f} cm")
print(f"flight time: {flight_time*1e6:.4f} us")
print(f"bound times flight time: {flight_bound*flight_time:.5f}")
print(f"integral of (b - nu): {reject_area:.5f}")
for k in range(5):
    print(f"probability of {k} rejected, none accepted: {rejected[k]:.6f}")
print(f"sum over 0 to 15 rejected: {sum(rejected):.6f}")
print(f"uncollided fraction, quadrature: {survive_exact:.6f}")
print(f"uncollided fraction, null-collision: {survive_null:.5f} +- "
      f"{np.sqrt(survive_null*(1-survive_null)/N_ATOMS):.5f}")
print(f"uncollided fraction, frozen initial rate: {survive_frozen:.5f}")
print(f"bound 0.7 b: sampled {survive_low:.5f}, "
      f"clipped-rate quadrature {survive_clipped:.5f}")
print("-- Thompson flux in uniform gas --")
print(f"U {U:.0f} eV, cutoff {E_MAX:.0f} eV, time {T_END*1e6:.0f} us, "
      f"histories {N_ATOMS}")
print(f"mean emitted energy, quadrature: {emit_exact:.4f} eV")
print(f"mean final energy, moment series: {energy_exact:.4f} eV")
print(f"mean real collisions, moment series: {real_exact:.5f}")
for factor, em, ee, rm, re, cm, slow in runs:
    print(f"majorant x {factor:.0f}: final energy {em:.4f} +- {ee:.4f} eV")
    print(f"  real collisions {rm:.5f} +- {re:.5f}")
    print(f"  candidates {cm:.4f} (expected {factor*majorant*T_END:.4f}), "
          f"accepted fraction {rm/cm:.4f}")
    print(f"  fraction of atoms below 0.3 eV: {slow:.4f}")
print(f"invalid bound nu(5 eV): final energy {bad_energy:.4f} +- "
      f"{bad_err:.4f} eV, real collisions {bad_real.mean():.5f}")
print("every check passed")
```

Output:

```
atom mass, gas-atom mass: 60, 40 u
gas density n0: 1.0e+20 m^-3
cross section at 1 eV: 2.0e-19 m^2; exponent s: 0.2
rate exponent p: 0.3; alpha: 0.0400
energy loss coefficient c_1: 0.4800
E = 1 eV: speed 0.1793 cm/us, rate 0.03587 us^-1, acceptance 0.3092
E = 5 eV: speed 0.4010 cm/us, rate 0.05813 us^-1, acceptance 0.5012
E = 10 eV: speed 0.5671 cm/us, rate 0.07156 us^-1, acceptance 0.6170
E = 50 eV: speed 1.2681 cm/us, rate 0.11598 us^-1, acceptance 1.0000
-- single flight in rarefied gas --
energy 10 eV, gap 10 cm, depth a 0.6, length l 3 cm
flight time: 17.6332 us
bound times flight time: 1.26191
integral of (b - nu): 0.21904
probability of 0 rejected, none accepted: 0.283111
probability of 1 rejected, none accepted: 0.062013
probability of 2 rejected, none accepted: 0.006792
probability of 3 rejected, none accepted: 0.000496
probability of 4 rejected, none accepted: 0.000027
sum over 0 to 15 rejected: 0.352441
uncollided fraction, quadrature: 0.352441
uncollided fraction, null-collision: 0.35206 +- 0.00076
uncollided fraction, frozen initial rate: 0.60365
bound 0.7 b: sampled 0.42572, clipped-rate quadrature 0.42806
-- Thompson flux in uniform gas --
U 4 eV, cutoff 50 eV, time 20 us, histories 400000
mean emitted energy, quadrature: 11.6462 eV
mean final energy, moment series: 5.3928 eV
mean real collisions, moment series: 1.17840
majorant x 1: final energy 5.3898 +- 0.0109 eV
  real collisions 1.17817 +- 0.00160
  candidates 2.3187 (expected 2.3196), accepted fraction 0.5081
  fraction of atoms below 0.3 eV: 0.0711
majorant x 2: final energy 5.3952 +- 0.0109 eV
  real collisions 1.17485 +- 0.00160
  candidates 4.6324 (expected 4.6393), accepted fraction 0.2536
  fraction of atoms below 0.3 eV: 0.0702
invalid bound nu(5 eV): final energy 6.7069 +- 0.0138 eV, real collisions 1.00943
every check passed
```
